# How two relaxation times share a Green-Kubo thermal conductivity

## Problem

An equilibrium molecular dynamics run records $J(t)$, one Cartesian component of the heat flux averaged over a periodic cell of volume $V$. For $t\ge 0$ its autocorrelation $C(t)=\langle J(0)J(t)\rangle$ is modelled by

$$\frac{C(t)}{C(0)}=A_f e^{-t/\tau_f}+A_s e^{-t/\tau_s},$$

with $A_f=0.9$, $\tau_f=0.1$ ps, $A_s=0.1$, $\tau_s=10$ ps. The times are relaxation times: each is the time in which its own term falls by a factor $e$.

1. Derive the relation between $C(t)$ and the thermal conductivity $\kappa$ of a classical solid.
2. What share of $\kappa$ comes from the slow exponential?
3. In a model with two groups of heat carriers and this same correlation, what happens to $\kappa$ if the slow group is stopped?
4. How long must the correlation be integrated, and how large is the sampling error?
5. How does the share change if the fast decay is not a pure exponential?
6. Put in rough values for InSb at 300 K and size the main neglected effects.

## Solution

### 1. From flux fluctuations to conductivity

Let $e(\mathbf r,t)$ be the energy density and $\mathbf j(\mathbf r,t)$ the energy flux density, so that $\partial_t e=-\nabla\cdot\mathbf j$. The solid has no net momentum, and its conductivity is isotropic, as in a cubic crystal.

Prepare it with a weak temperature variation $T+\delta T(\mathbf r)$ that is periodic in the cell and has zero mean. The local-equilibrium weight is $\exp[-\int e(\mathbf r)/k_BT(\mathbf r)\,d\mathbf r]$. Since $1/(T+\delta T)\approx 1/T-\delta T/T^2$, the weight to first order is the equilibrium weight times

$$1+\frac{1}{k_BT^2}\int \delta T(\mathbf r)\,[e(\mathbf r)-\langle e\rangle]\,d\mathbf r .$$

The mean flux vanishes in equilibrium, so at a later time $t$

$$\overline{j_x(\mathbf r',t)}=\frac{1}{k_BT^2}\int\delta T(\mathbf r)\,\langle j_x(\mathbf r',t)\,e(\mathbf r,0)\rangle\,d\mathbf r .$$

At $t=0$ the average on the right is zero, because $j_x$ changes sign under time reversal and $e$ does not. Equilibrium averages depend on time differences alone, so a time derivative can be moved from $j_x$ to $e$ with a change of sign:

$$\frac{d}{dt}\langle j_x(\mathbf r',t)e(\mathbf r,0)\rangle=-\langle j_x(\mathbf r',t)\,\dot e(\mathbf r,0)\rangle=\nabla_{\mathbf r}\cdot\langle \mathbf j(\mathbf r,0)\,j_x(\mathbf r',t)\rangle .$$

Integrate over time from zero, then by parts over $\mathbf r$. Periodicity removes the surface term, and the sign changes once:

$$\overline{j_x(\mathbf r',t)}=-\frac{1}{k_BT^2}\int_0^t ds\int \nabla\delta T\cdot\langle\mathbf j(\mathbf r,0)j_x(\mathbf r',s)\rangle\,d\mathbf r .$$

Let the gradient point along $x$ and vary little over the distance within which fluxes are correlated. It then leaves the integral. Averaging over $\mathbf r'$ turns the remaining space integral into $V\langle J(0)J(s)\rangle$, because $J=V^{-1}\int j_x\,d\mathbf r$. Comparison with Fourier's law, $j_x=-\kappa\,\partial_xT$, gives the Green-Kubo formula

$$\kappa=\frac{V}{k_BT^2}\int_0^\infty C(t)\,dt .$$

The infinite limit stands for a time long compared with the flux correlation but short compared with the decay of the temperature wave. A long enough wave satisfies both conditions.

### 2. The share of the slow term

Each exponential contributes its area, $\int_0^\infty Ae^{-t/\tau}dt=A\tau$:

$$A_f\tau_f=0.9\times0.1=0.09\ \text{ps},\qquad A_s\tau_s=0.1\times10=1\ \text{ps}.$$

The prefactor $VC(0)/k_BT^2$ is common to both and cancels in the ratio:

$$f_s=\frac{A_s\tau_s}{A_f\tau_f+A_s\tau_s}=\frac{1}{1.09}=0.917 .$$

**The slow exponential supplies about 92 percent of the conductivity.** The amplitude tells how much of the instantaneous flux fluctuation belongs to a term; the conductivity also counts how long that part persists. The slow term is nine times weaker but lasts a hundred times longer. The shares would be equal at $\tau_s/\tau_f=A_f/A_s=9$.

With $r=A_s\tau_s/A_f\tau_f$ the share is $f_s=r/(1+r)$, and

$$\frac{df_s}{d\ln r}=\frac{r}{(1+r)^2}=f_s(1-f_s)\approx0.076 .$$

A 10 percent error in the ratio of areas therefore moves the share by less than one percentage point. The conductivity itself is less forgiving: a 10 percent error in $A_s\tau_s$ changes it by about 9 percent.

### 3. Stopping the slow carriers

The share above divides an integral. To see whether it also describes a physical removal, take two groups $i=f,s$ of carriers on a line. Each group has unit heat capacity per volume, half in right-movers and half in left-movers, with temperatures $T_i^+$ and $T_i^-$:

$$\partial_tT_i^\pm=\mp v_i\,\partial_xT_i^\pm-\frac{T_i^\pm-\bar T}{\tau_i}.$$

Define $\theta_i=(T_i^++T_i^-)/2$ and $\phi_i=(T_i^+-T_i^-)/2$. Scattering conserves energy if $\sum_i(\theta_i-\bar T)/\tau_i=0$, which fixes $\bar T$. The heat flux is $\sum_i\tfrac12v_i(T_i^+-T_i^-)=\sum_iv_i\phi_i$. Half the difference of the two equations for each group is

$$\partial_t\phi_i=-v_i\,\partial_x\theta_i-\phi_i/\tau_i .$$

*Correlation.* For a uniform fluctuation the gradient is absent and $\phi_i$ decays as $e^{-t/\tau_i}$. A stream of heat capacity $V/2$ has temperature variance $k_BT^2/(V/2)$, and the streams fluctuate independently. Thus $\langle\phi_i^2\rangle=\tfrac14\cdot2\cdot2k_BT^2/V=k_BT^2/V$, and

$$C(t)=\frac{k_BT^2}{V}\sum_i v_i^2e^{-t/\tau_i}.$$

The speeds $v_f=3$ and $v_s=1$, in arbitrary units, give weights 9 and 1, which are the required amplitudes 0.9 and 0.1.

*Conduction.* In a long, slowly decaying temperature wave, $\partial_t\phi_i$ is negligible beside $\phi_i/\tau_i$, and both $\theta_i$ approach $\bar T$. Then $\phi_i=-v_i\tau_i\,\partial_x\bar T$, and the flux gives

$$\kappa=\sum_iv_i^2\tau_i=9\times0.1+1\times10=10.9$$

in model units. This agrees with the Green-Kubo integral of the correlation just found. Now set $v_s=0$ while holding the heat capacities, the lifetimes and $v_f$ fixed. The conductivity falls to 0.9, a loss of $10/10.9$, or 92 percent. In this model each exponential belongs to one group. In a real solid the flux contributions of different modes may be correlated, and a fitted exponential need not belong to a separate set of carriers.

### 4. Integration time and sampling error

Stopping the integral at $t$ yields the fraction

$$\frac{\kappa(t)}{\kappa}=1-(1-f_s)e^{-t/\tau_f}-f_se^{-t/\tau_s}.$$

It is 17 percent at 1 ps, 66 percent at 10 ps and 99.4 percent at 50 ps. The two terms of $C(t)$ are equal when $A_fe^{-t/\tau_f}=A_se^{-t/\tau_s}$, so

$$t=\frac{\ln(A_f/A_s)}{1/\tau_f-1/\tau_s}=\frac{\ln9}{9.9\ \text{ps}^{-1}}=0.222\ \text{ps}.$$

Most of the conductivity thus comes from the low tail after this time. Once the fast term has died, a missing fraction $\varepsilon$ corresponds to $t=\tau_s\ln(f_s/\varepsilon)$: 29 ps for 5 percent and 45 ps for 1 percent.

The tail must be found beneath noise. For a record of length $T_r$ and a cutoff $t_c$, estimate the area of $C$ by

$$\hat K=\frac1{T_r}\int_0^{T_r}dt_0\int_0^{t_c}dt\,J(t_0)J(t_0+t).$$

Assume that $J$ is Gaussian with zero mean. Four-point averages then split into products of pairs. The pairing within each estimate gives the squared mean, and the other two give the variance. For $T_r\gg t_c$,

$$\text{Var}\,\hat K=\frac1{T_r}\int_0^{t_c}\!\!\int_0^{t_c}[D(t-t')+D(t+t')]\,dt\,dt',$$

where $D(u)=\int_{-\infty}^{\infty}C(s)C(s+u)\,ds$. Keep the dominant slow term, $C=ae^{-|t|/\tau_s}$. For $u>0$ the ranges $s>0$ and $s<-u$ each contribute $\tfrac12a^2\tau_se^{-u/\tau_s}$, and the range between them contributes $a^2ue^{-u/\tau_s}$. Hence $D(u)=a^2(\tau_s+u)e^{-u/\tau_s}$, with

$$\int_0^\infty D\,du=2a^2\tau_s^2,\qquad\int_0^\infty uD\,du=3a^2\tau_s^3 .$$

For $t_c\gg\tau_s$ the first part of the double integral is $2\int_0^{t_c}(t_c-u)D\,du\approx4a^2\tau_s^2t_c-6a^2\tau_s^3$. In the second part, the pairs with $t+t'=u$ have weight $u$, which gives $3a^2\tau_s^3$. Dividing the sum by the squared area $a^2\tau_s^2$ and taking the root gives the relative standard error

$$\frac{\delta\kappa}{\kappa}\approx2\sqrt{\frac{t_c}{T_r}}\sqrt{1-\frac{3\tau_s}{4t_c}} .$$

Use a 10 ns run and all three flux components, which are uncorrelated in a cubic crystal. Then $T_r=30$ ns, and with $t_c=50$ ps the error is $2\sqrt{50/30000}\sqrt{0.85}$, or 7.5 percent. For this two-exponential correlation a longer cutoff recovers little more area but admits more noise; a correlation with longer-lived components needs a longer cutoff (section 6).

### 5. The shape of the fast decay

A stationary classical correlation is even in time. With smooth forces it has zero slope at $t=0$, which a sum of decaying exponentials with positive amplitudes does not. A rounded replacement for $e^{-t/\tau}$ is

$$g(t)=\frac{\tau e^{-t/\tau}-t_0e^{-t/t_0}}{\tau-t_0}.$$

It has $g(0)=1$, $g'(0)=(-1+1)/(\tau-t_0)=0$ and area $(\tau^2-t_0^2)/(\tau-t_0)=\tau+t_0$. Take $t_0=1/\omega$, with $\omega$ the highest phonon frequency. A rough top phonon energy of 24 meV for InSb gives $\omega=36.5$ rad/ps and $t_0=0.0274$ ps. With amplitudes and relaxation times held fixed, the areas become $0.1\times10.027=1.003$ ps and $0.9\times0.1274=0.115$ ps. The slow share falls to 89.7 percent.

The fast flux may instead oscillate, as when optical vibrations pass energy back and forth. If the fast term is $A_fe^{-t/\tau_f}\cos\omega t$, its area is

$$A_f\,\text{Re}\,\frac1{1/\tau_f-i\omega}=\frac{A_f\tau_f}{1+\omega^2\tau_f^2}=\frac{0.09}{1+3.65^2}=0.0063\ \text{ps},$$

and the slow share rises to 99.4 percent. These two cases are examples, not bounds. They show that 92 percent belongs to the stated exponential form, while the dominance of the slow term survives both changes.

### 6. Values in the regime of InSb

Take $\kappa=17$ W/(m K) and a cubic lattice constant $a=0.65$ nm, both rough values for InSb near 300 K. The slow part is $0.917\times17=15.6$ W/(m K) and the fast part 1.4 W/(m K). A cell of $8\times8\times8$ cubic units holds 4096 atoms and has edge $L=5.2$ nm. Green-Kubo then fixes the rms flux:

$$\sqrt{C(0)}=\left[\frac{\kappa k_BT^2}{V(1.09\ \text{ps})}\right]^{1/2}=11.7\ \text{GW/m}^2 .$$

The 90/10 correlation is the problem's assumption, not a computed property of InSb. Its plausibility can be judged by reading each term as travelling carriers. In three dimensions the mean of $v_x^2$ is $v^2/3$, so $\kappa_i=c_iv_i^2\tau_i/3$. A cubic unit contains four primitive cells with three acoustic branches each, so the classical acoustic heat capacity is $12k_B/a^3$. The slow term then needs an rms speed of 2.8 km/s and a free path of 28 nm. With rough elastic constants of InSb, long longitudinal waves travel at 3.4 to 3.9 km/s and long transverse waves at 1.6 to 2.3 km/s, so the rms group speed over the three branches only just reaches 2.8 km/s, and dispersion makes most acoustic modes slower. A lifetime of 10 ps shared by all of them would therefore give less than the 15.6 W/(m K) assigned to the slow term. For the fast term, even the heat capacity of all modes, $24k_B/a^3$, requires 5.9 km/s. That is above the sound speeds, which stay below about 4 km/s. Freely travelling phonons are therefore a poor reading of the fast term; local exchange of energy between neighbouring atoms is a likelier one, but this is a conjecture.

**Quantum heat capacity.** A mode of energy $E$ holds $E/(e^x-1)$ with $x=E/k_BT$. Its temperature derivative, divided by the classical $k_B$, is $x^2e^x/(e^x-1)^2$. At 24 meV this is 0.93, and softer modes are closer to 1. The classical heat capacity is thus too high by several percent at most. Quantum changes of the lifetimes are not included.

**Missing long waves.** The cell admits wavevectors $\mathbf k=2\pi\mathbf n/L$ with integer $\mathbf n$, and $\mathbf n=0$ carries no heat. Suppose that acoustic lifetimes vary as $k^{-2}$ at constant speed, a spread which the single time $\tau_s$ does not describe. Contributions then vary as $1/n^2$, and an infinite crystal gives $\int d^3n/n^2=4\pi N$. The limit $N=Lk_D/2\pi=7.9$ follows from a sphere holding one wavevector per primitive cell, $k_D=(24\pi^2)^{1/3}/a$. Replace the lost unit volume around $\mathbf n=0$ by a sphere of radius $R=(3/4\pi)^{1/3}=0.62$. The missing fraction is $R/N$, about 8 percent. Summing $1/n^2$ directly over the allowed points gives 8.1 percent, but this depends on the sharp cutoff: the 96 points with $n^2=62$ lie just inside $N^2=62.1$, and without them the result is nearly 10 percent. The estimate is thus uncertain by one or two percentage points. Averaged over the position of the cutoff, the sum falls short of $4\pi N$ by 8.9 rather than $4\pi R=7.8$, which is 9 percent at this $N$; summing over the true fcc zone instead of a sphere also gives about 9 percent. The same spread of lifetimes affects the integration time. If the lifetime averaged over modes is 10 ps, it is 10/3 ps at $k_D$ and about 200 ps at $n=1$. A 50 ps cutoff then loses about 15 percent of the acoustic area in this cell instead of 0.6 percent, and 95 percent is reached only near 160 ps.

**Electronic heat.** Let $\sigma(\varepsilon)$ be the contribution of electrons at energy $\varepsilon$ to the electrical conductivity $\sigma$. They are driven by $-\nabla\mu-(\varepsilon-\mu)\nabla T/T$, where $\mu$ is the electrochemical potential. Their particle and heat fluxes are the integrals of $\sigma(\varepsilon)/e^2$ times this force, without and with a factor $\varepsilon-\mu$. Zero current requires $-\nabla\mu=\langle\varepsilon-\mu\rangle\nabla T/T$, with averages weighted by $\sigma(\varepsilon)$. Inserting this in the heat flux leaves a variance:

$$\kappa_e=\sigma T\left(\frac{k_B}{e}\right)^2\text{Var}\!\left(\frac{\varepsilon}{k_BT}\right).$$

For nondegenerate parabolic bands with constant scattering time, the energy $y$ from the band edge, in units of $k_BT$, has weight $y^{3/2}e^{-y}$. Its mean and variance are both $5/2$. Electrons and holes with conductivity shares $w_n,w_p$ lie a mean distance $E_g/k_BT+5$ apart, so the total variance is $5/2+w_nw_p(E_g/k_BT+5)^2$. Rough intrinsic values are $2\times10^{16}$ cm$^{-3}$ for each carrier type, mobilities of 70000 and 800 cm$^2$/(V s), and a gap of 0.17 eV. They give $\sigma=227$ S/cm, a variance of 4.0 and $\kappa_e=0.20$ W/(m K), or 1.2 percent of the lattice value. The light electrons are only marginally nondegenerate at this density, with the Fermi level about $k_BT$ or less below the band edge for a parabolic band of mass $0.014\,m_e$; Fermi-Dirac statistics raise the variance to about 4.1 and $\kappa_e$ to 0.21 W/(m K). Doping with donors to ten times this $\sigma$ would nearly remove the holes, and with them the second term of the variance. The remaining $5/2$ would give an electronic part of about 7 percent of the lattice value. At such doping, however, the electrons in InSb are partly degenerate, and for a constant scattering time the variance lies between $5/2$ and its degenerate limit $\pi^2/3$. The electronic part is then roughly 7 to 10 percent of the lattice value, which a lattice simulation would miss.

For these numbers, sampling noise and missing long waves each matter at the level of several percent of $\kappa$, and the quantum heat capacity matters at most at that level. If lifetimes spread as $k^{-2}$, truncation at 50 ps is larger than any of these, about 15 percent of the acoustic part. Real InSb also has a broad range of phonon lifetimes, so a two-time fit summarizes its correlation but does not list its carriers.
